# The 8 nm correction to HEMT charge control, and where it ends: a numerical check

```python
"""Charge control in a HEMT and the onset of charge in its doped barrier.

Result under test: n = eps (Vg - Vt) / (q (d + delta_d)), where
  delta_d = (eps/q^2) d(mu)/dn = a_B/4 + 33/(16 b) [1 - 11 n/(192 N*)],
  N* = n_dep + 11 n/32,  b^3 = 12 m q^2 N*/(hbar^2 eps).
n: channel electrons per area; n_dep: fixed depletion charge per area / q;
mu: Fermi energy above the channel band edge at the interface;
b: decay constant of the trial density b^3 z^2 exp(-b z)/2;
a_B: effective Bohr radius; d: gate-to-channel distance.
The law ends when the minimum of the barrier band edge falls to the
height 'neutral_gap' above the Fermi level: donors then keep electrons.
Internal units: eV, nm, V; densities in nm^-2 and nm^-3.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, gammainc

# Model parameters
mass_ratio = 0.067
permittivity_ratio = 13.0
n_dep = 1.0e-3
n_work = 4.0e-3
donor_density = 1.0e-3
doped_width = 30.0
spacer = 10.0
distance = doped_width + spacer
band_offset = 0.25
gate_barrier = 0.80
neutral_gap = 0.05
thermal_energy = 1.0e-3   # used only in the donor-occupation test

hbar2_over_m = (const.hbar**2 / (mass_ratio * const.m_e)
                / const.e * 1e18)                        # eV nm^2
coulomb = const.e / (permittivity_ratio * const.epsilon_0) * 1e9  # V nm
bohr = 4 * np.pi * hbar2_over_m / coulomb                # nm


# ---------- derived formulas ----------
def decay_constant(n):
    effective = n_dep + 11 * n / 32
    return (12 * coulomb * effective / hbar2_over_m) ** (1 / 3)


def subband_energy(n):
    b = decay_constant(n)
    return 3 * hbar2_over_m * b**2 / 8 + 33 * coulomb * n / (32 * b)


def fermi_energy(n):
    return subband_energy(n) + np.pi * hbar2_over_m * n


def offset_length(n):
    effective = n_dep + 11 * n / 32
    depth = 33 / (16 * decay_constant(n)) * (1 - 11 * n / (192 * effective))
    return bohr / 4 + depth


pinch_voltage = coulomb * donor_density * doped_width**2 / 2


def gate_voltage(n):
    return (gate_barrier - band_offset - pinch_voltage
            + coulomb * (n + n_dep) * distance + fermi_energy(n))


def barrier_minimum(n, mu):
    total = n + n_dep
    return (band_offset - mu - coulomb * total * spacer
            - coulomb * total**2 / (2 * donor_density))


# ---------- trial function by quadrature and numerical minimisation ----------
z_quad = np.linspace(0.0, 150.0, 6001)


def trial_parts(b, n):
    wave = np.sqrt(b**3 / 2) * z_quad * np.exp(-b * z_quad / 2)
    slope = np.sqrt(b**3 / 2) * (1 - b * z_quad / 2) * np.exp(-b * z_quad / 2)
    kinetic = hbar2_over_m / 2 * simpson(slope**2, x=z_quad)
    depletion = coulomb * n_dep * simpson(z_quad * wave**2, x=z_quad)
    field_fraction = 1 - gammainc(3, b * z_quad)
    # mean over the density of the potential, after integration by parts
    repulsion = coulomb * n * simpson(field_fraction**2, x=z_quad)
    return kinetic, depletion, repulsion


def trial_energy(b, n):
    kinetic, depletion, repulsion = trial_parts(b, n)
    return kinetic + depletion + repulsion / 2


def trial_fermi_energy(n):
    best = minimize_scalar(trial_energy, args=(n,), bounds=(0.15, 0.8),
                           method="bounded", options={"xatol": 1e-10})
    return sum(trial_parts(best.x, n)) + np.pi * hbar2_over_m * n


dn = 1e-4
delta_quad = (trial_fermi_energy(n_work + dn)
              - trial_fermi_energy(n_work - dn)) / (2 * dn * coulomb)
delta_d = offset_length(n_work)
assert abs(trial_fermi_energy(n_work) - fermi_energy(n_work)) < 1e-6
assert abs(delta_quad - delta_d) < 2e-3


# ---------- Schroedinger-Poisson solution on a grid ----------
def self_consistent(n, wall_height=None):
    """Return mu, E0, E1 and the energy per electron without Fermi motion.

    Energies are measured from the barrier-side straight-line potential
    continued to the interface, which is what the gate law needs.
    wall_height=None means an impenetrable barrier.
    """
    h = 0.2
    left_cells = 0 if wall_height is None else int(round(spacer / h))
    index = np.arange(1 - left_cells, 400)
    z = index * h
    wall = np.zeros(len(z))
    if wall_height is not None:
        wall[index < 0] = wall_height
        wall[index == 0] = wall_height / 2
    hop = hbar2_over_m / (2 * h**2)
    off_diagonal = -hop * np.ones(len(z) - 1)
    potential = coulomb * (n + n_dep) * z
    for _ in range(200):
        levels, waves = eigh_tridiagonal(2 * hop + potential + wall,
                                         off_diagonal, select="i",
                                         select_range=(0, 1))
        density = waves[:, 0]**2 / (h * np.sum(waves[:, 0]**2))
        charge = h * (np.cumsum(density) - density / 2)
        twice = h * (np.cumsum(charge) - charge / 2)
        new = coulomb * ((n + n_dep) * z - n * twice)
        change = np.max(np.abs(new - potential))
        potential = potential + 0.7 * (new - potential)
        if change < 1e-9:
            break
    assert change < 1e-9
    repulsion = h * np.sum(density * (new - coulomb * n_dep * z))
    mu = levels[0] + np.pi * hbar2_over_m * n
    return mu, levels[0], levels[1], levels[0] - repulsion / 2


def grid_offset_length(n, wall_height=None):
    step = 5e-4
    upper = self_consistent(n + step, wall_height)[0]
    lower = self_consistent(n - step, wall_height)[0]
    return (upper - lower) / (2 * step * coulomb)


mu_grid, e0_grid, e1_grid, energy_grid = self_consistent(n_work)
delta_grid = grid_offset_length(n_work)
b_work = decay_constant(n_work)
assert energy_grid < trial_energy(b_work, n_work)     # variational bound
assert abs(e0_grid / subband_energy(n_work) - 1) < 0.08
assert abs(delta_grid - delta_d) < 0.5

# Penetration into a barrier of finite height
e0_soft = self_consistent(n_work, band_offset)[1]
delta_soft = grid_offset_length(n_work, band_offset)
penetration = np.sqrt(hbar2_over_m / (2 * (band_offset - e0_soft)))
assert abs((delta_grid - delta_soft) / penetration - 1) < 0.25

# ---------- linear law ----------
mu_intercept = fermi_energy(n_work) - coulomb * delta_d * n_work
threshold = (gate_barrier - band_offset - pinch_voltage
             + coulomb * n_dep * distance + mu_intercept)


def linear_density(voltage):
    return (voltage - threshold) / (coulomb * (distance + delta_d))


# ---------- onset of charge in the barrier ----------
n_onset = brentq(lambda n: barrier_minimum(n, fermi_energy(n)) - neutral_gap,
                 1e-3, 2e-2)
v_onset = gate_voltage(n_onset)
length = spacer + delta_d
drive = ((band_offset - neutral_gap - mu_intercept) / coulomb
         + delta_d * n_dep)
n_onset_linear = (-donor_density * length
                  + np.sqrt((donor_density * length)**2
                            + 2 * donor_density * drive) - n_dep)
v_onset_linear = threshold + coulomb * (distance + delta_d) * n_onset_linear
minimum_position = doped_width - (n_onset + n_dep) / donor_density
assert 0 < minimum_position < doped_width
assert abs(n_onset_linear / n_onset - 1) < 0.01

n_low = 2.0e-3
error_low = linear_density(gate_voltage(n_low)) / n_low - 1
error_onset = linear_density(v_onset) / n_onset - 1
assert max(abs(error_low), abs(error_onset)) < 0.02

mu_on, e0_on, e1_on, _ = self_consistent(n_onset)
assert e1_on > mu_on                      # second subband is empty
n_onset_soft = brentq(
    lambda n: barrier_minimum(n, self_consistent(n, band_offset)[0])
    - neutral_gap, 3e-3, 9e-3, xtol=1e-7)
mu_soft_on, _, e1_soft_on, _ = self_consistent(n_onset_soft, band_offset)
assert e1_soft_on > mu_soft_on


# ---------- Poisson integration with thermally occupied donors ----------
def integrated_gate_voltage(n):
    """Integrate the band edge from the interface to the gate."""
    def undoped(x, state):
        return [state[1], 0.0]

    def doped(x, state):
        ionised = expit((state[0] - neutral_gap) / thermal_energy - np.log(2))
        return [state[1], coulomb * donor_density * ionised]

    start = [band_offset - fermi_energy(n), coulomb * (n + n_dep)]
    first = solve_ivp(undoped, (distance, doped_width), start,
                      rtol=1e-9, atol=1e-11)
    second = solve_ivp(doped, (doped_width, 0.0), first.y[:, -1],
                       rtol=1e-9, atol=1e-11, max_step=0.5)
    return gate_barrier - second.y[0, -1]


assert abs(integrated_gate_voltage(n_work) - gate_voltage(n_work)) < 1e-5
saturated = []
for extra in (0.1, 0.2):
    saturated.append(brentq(
        lambda n: integrated_gate_voltage(n) - v_onset - extra,
        0.8 * n_onset, 1.1 * n_onset, xtol=1e-12))
gain_ratio = ((saturated[1] - saturated[0])
              / (0.1 / (coulomb * (distance + delta_d))))
assert abs(saturated[1] / n_onset - 1) < 0.02
assert abs(gain_ratio) < 0.05

# ---------- printed numbers ----------


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


SHEET = 1000.0            # nm^-2 to 10^11 cm^-2
sheet_unit = "x 10^11 cm^-2"
print("INPUTS")
show("effective mass / electron mass", mass_ratio, "")
show("relative permittivity", permittivity_ratio, "", 1)
show("depletion charge n_dep", n_dep * SHEET, sheet_unit, 2)
show("working density n_0", n_work * SHEET, sheet_unit, 2)
show("donor density", donor_density * 1000, "x 10^18 cm^-3", 2)
show("doped width d_D", doped_width, "nm", 1)
show("spacer d_i", spacer, "nm", 1)
show("band offset", band_offset, "eV")
show("gate barrier phi_b", gate_barrier, "V")
show("neutral-layer gap delta", neutral_gap, "eV")
print("CHANNEL AT n_0, TRIAL FUNCTION, HARD WALL")
show("hbar^2/m", hbar2_over_m, "eV nm^2", 4)
show("q/epsilon", coulomb, "V nm", 4)
show("effective Bohr radius a_B", bohr, "nm")
show("decay constant b", b_work, "nm^-1", 4)
show("mean depth 3/b", 3 / b_work, "nm", 2)
show("subband energy E0", subband_energy(n_work) * 1000, "meV", 2)
show("Fermi energy mu", fermi_energy(n_work) * 1000, "meV", 2)
show("density-of-states part a_B/4", bohr / 4, "nm", 2)
show("subband part of delta_d", delta_d - bohr / 4, "nm", 2)
show("delta_d", delta_d, "nm", 2)
show("delta_d by quadrature", delta_quad, "nm", 2)
show("delta_d at 2 x 10^11 cm^-2", offset_length(2e-3), "nm", 2)
show("delta_d at 6 x 10^11 cm^-2", offset_length(6e-3), "nm", 2)
print("CHANNEL AT n_0, GRID SOLUTION")
show("E0, hard wall", e0_grid * 1000, "meV", 2)
show("delta_d, hard wall", delta_grid, "nm", 2)
show("E0, finite barrier", e0_soft * 1000, "meV", 2)
show("delta_d, finite barrier", delta_soft, "nm", 2)
show("penetration length 1/kappa_b", penetration, "nm", 2)
print("GATE LAW")
show("donor term q N_D d_D^2/(2 eps)", pinch_voltage, "V", 4)
show("intercept mu_0", mu_intercept * 1000, "meV", 2)
show("extrapolated threshold V_t", threshold, "V", 4)
show("gate voltage at vanishing density", gate_voltage(0.0), "V", 4)
show("gate voltage at n_0", gate_voltage(n_work), "V", 4)
show("linear-law error at 2 x 10^11 cm^-2", error_low * 100, "%", 2)
show("linear-law error at onset", error_onset * 100, "%", 2)
print("BARRIER-CHARGE ONSET")
show("critical density, full mu(n)", n_onset * SHEET, sheet_unit)
show("critical density, linear mu", n_onset_linear * SHEET, sheet_unit)
show("critical gate voltage, full mu(n)", v_onset, "V", 4)
show("critical gate voltage, linear mu", v_onset_linear, "V", 4)
show("band minimum, distance from gate", minimum_position, "nm", 2)
show("E1 - mu at onset, hard wall", (e1_on - mu_on) * 1000, "meV", 2)
show("critical density, finite barrier", n_onset_soft * SHEET, sheet_unit)
show("density 0.1 V past onset", saturated[0] * SHEET, sheet_unit)
show("density 0.2 V past onset", saturated[1] * SHEET, sheet_unit)
show("thermal energy in that test", thermal_energy * 1000, "meV", 1)
print("done: every assertion held")
```

Printed output:

```
INPUTS
effective mass / electron mass: 0.067
relative permittivity: 13.0
depletion charge n_dep: 1.00 x 10^11 cm^-2
working density n_0: 4.00 x 10^11 cm^-2
donor density: 1.00 x 10^18 cm^-3
doped width d_D: 30.0 nm
spacer d_i: 10.0 nm
band offset: 0.250 eV
gate barrier phi_b: 0.800 V
neutral-layer gap delta: 0.050 eV
CHANNEL AT n_0, TRIAL FUNCTION, HARD WALL
hbar^2/m: 1.1373 eV nm^2
q/epsilon: 1.3919 V nm
effective Bohr radius a_B: 10.268 nm
decay constant b: 0.3267 nm^-1
mean depth 3/b: 9.18 nm
subband energy E0: 63.10 meV
Fermi energy mu: 77.40 meV
density-of-states part a_B/4: 2.57 nm
subband part of delta_d: 5.70 nm
delta_d: 8.27 nm
delta_d by quadrature: 8.27 nm
delta_d at 2 x 10^11 cm^-2: 9.16 nm
delta_d at 6 x 10^11 cm^-2: 7.72 nm
CHANNEL AT n_0, GRID SOLUTION
E0, hard wall: 61.78 meV
delta_d, hard wall: 8.22 nm
E0, finite barrier: 50.64 meV
delta_d, finite barrier: 6.54 nm
penetration length 1/kappa_b: 1.69 nm
GATE LAW
donor term q N_D d_D^2/(2 eps): 0.6264 V
intercept mu_0: 31.35 meV
extrapolated threshold V_t: 0.0107 V
gate voltage at vanishing density: 0.0049 V
gate voltage at n_0: 0.2794 V
linear-law error at 2 x 10^11 cm^-2: -0.84 %
linear-law error at onset: -0.07 %
BARRIER-CHARGE ONSET
critical density, full mu(n): 5.082 x 10^11 cm^-2
critical density, linear mu: 5.075 x 10^11 cm^-2
critical gate voltage, full mu(n): 0.3519 V
critical gate voltage, linear mu: 0.3516 V
band minimum, distance from gate: 23.92 nm
E1 - mu at onset, hard wall: 7.32 meV
critical density, finite barrier: 5.566 x 10^11 cm^-2
density 0.1 V past onset: 5.050 x 10^11 cm^-2
density 0.2 V past onset: 5.057 x 10^11 cm^-2
thermal energy in that test: 1.0 meV
done: every assertion held
```
